# Donor–acceptor ion pairing from a screened Coulomb pair partition function, part 1

(Sections cited here and not found follow in the second part.)

## First half: the mass-action law

### Definitions and units

A semiconductor contains donors of total density $N_D$ and acceptors of total density $N_A$, with $N_A>N_D$. All are ionized: a donor carries charge $+1$ and an acceptor $-1$ in units of the elementary charge. The donors are mobile at the temperature $T$ considered. The acceptors are frozen at random positions. The host enters through its dielectric constant $\varepsilon$.

Rydberg atomic units are used. Lengths are in bohr, energies in rydberg (Ry), and $e^2=2$. Two opposite unit charges at distance $r$ in the unscreened host have the energy $-2/(\varepsilon r)$. The Coulomb length

$$
l=\frac{2}{\varepsilon kT} \tag{1}
$$

is the distance at which the magnitude of this energy equals $kT$. In these units the bare attraction divided by $kT$ is $-l/r$.

A donor counts as paired with an acceptor when their distance satisfies $a<r<R$. The contact distance $a$ is the closest approach allowed by the model. The association cutoff $R$ is a convention that separates paired from free ions; its value is chosen in the second half. The density of pairs is $P$, so the densities of free donors and free acceptors are $N_D-P$ and $N_A-P$. The quantity to be found is $P$, or the paired donor fraction $f=P/N_D$.

### Screening by the carriers

Let $h$ be the hole density. Electrons are neglected, which requires the intrinsic carrier density to be small compared with $h$. A pair has no net charge, so neutrality reads

$$
h+(N_D-P)=N_A-P,\qquad\text{hence}\qquad h=N_A-N_D. \tag{2}
$$

The pair density cancels. Pairing therefore leaves the hole density unchanged in this model, although it removes charged centres from the crystal. It also means that screening by the holes can be evaluated before $P$ is known.

Place a unit positive charge at the origin, and let $\psi(r)$ be the potential energy of another unit positive charge, divided by $kT$. For a bare charge $\psi=l/r$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, Poisson's equation in this scaling is

$$
\nabla^2\psi=-4\pi l\,\rho(\mathbf r),
$$

where $\rho$ is the net number density of positive charge. Nondegenerate holes follow the Boltzmann law where the potential varies slowly over their thermal wavelength. The model uses this law at all distances, so the hole density is $he^{-\psi}$. The uniform part $h$ is neutralized by the average charge of the dopants. To first order in $\psi$,

$$
\rho=\delta(\mathbf r)+h(e^{-\psi}-1)\simeq\delta(\mathbf r)-h\psi .
$$

Inserting this and moving the term in $\psi$ to the left gives

$$
\nabla^2\psi-\kappa^2\psi=-4\pi l\,\delta(\mathbf r),\qquad \kappa^2=4\pi l h. \tag{3}
$$

Away from the origin a spherically symmetric solution obeys $(r\psi)''=\kappa^2(r\psi)$. The decaying solution is $r\psi=Ce^{-\kappa r}$. Near the origin it must reduce to the bare potential $l/r$, which fixes $C=l$. Thus

$$
\psi(r)=\frac{l}{r}e^{-\kappa r}. \tag{4}
$$

The expansion in $\psi$ is not justified at distances below about $l$, where $\psi$ exceeds one. The average number of holes that a uniform hole gas would place in a sphere of radius $l$ is

$$
\frac{4\pi l^3h}{3}=\frac{(\kappa l)^2}{3}.
$$

When this number is small, little screening charge is present in the region where linear response is poor. This is a reason to use the linear form for small $\kappa l$, though not a proof. Around a donor the hole density cannot fall below zero, so the linear form overstates the depletion, noticeably so already at $\kappa l\simeq0.5$. Around an acceptor the uniform-gas count is too low, because an acceptor attracts holes, and the Boltzmann factor for classical holes near a point charge diverges. The model avoids that difficulty by its assumption that the acceptors stay ionized. If holes are bound to acceptors, the neutral acceptors must be added as a further species.

### Free energy of two ions in the screened medium

The pair partition function needs the reversible work of bringing two ions together, with the holes adjusting at each distance. In a linear medium this work follows from a charging process. Multiply all ionic charges by a parameter $t$ that grows from 0 to 1. Every potential then grows in proportion to $t$, and $\int_0^1t\,dt=\tfrac12$. The electrostatic free energy is therefore half the sum of charge times potential.

The potential at an ion has two parts. One comes from the other ion. The second comes from the ion's own screening cloud; it is what remains of (4) after the bare potential is subtracted:

$$
\lim_{r\to0}\frac{l}{r}\left(e^{-\kappa r}-1\right)=-\kappa l. \tag{5}
$$

For ions with charges $z_1$ and $z_2$, equal to $+1$ or $-1$, the free energy divided by $kT$, apart from the bare self-energies, is

$$
\frac{F_{12}(r)}{kT}
=\frac12\left(-\kappa l\,z_1^2-\kappa l\,z_2^2\right)
+\frac12\left(2z_1z_2\frac{l}{r}e^{-\kappa r}\right). \tag{6}
$$

The interaction appears twice in the sum over ions, once at each ion, so its factor of one half is cancelled. With $z_1=+1$ and $z_2=-1$,

$$
\frac{F_{12}(r)}{kT}=-\kappa l-\frac{l}{r}e^{-\kappa r}.
$$

At infinite separation the second term vanishes and $-\kappa l$ remains. The work of bringing the ions from infinity to $r$ is the difference,

$$
\frac{u(r)}{kT}=-\frac{l}{r}e^{-\kappa r}. \tag{7}
$$

The reference state of $u$ is thus two separated ions that are already screened. This point decides how activity coefficients enter in the second half.

### The pair partition function

Consider one acceptor and one donor that is restricted to the shell $a<r<R$ around it. The integral over the donor's position is

$$
K=\int_a^R4\pi r^2e^{-u(r)/kT}\,dr
=\int_a^R4\pi r^2\exp\left(\frac{l}{r}e^{-\kappa r}\right)dr. \tag{8}
$$

It has the dimension of a volume. A free donor has instead the configuration integral $V$, the volume of the crystal. The ratio $K/V$ is the statistical weight of one particular pair relative to the same two ions being free. The momentum integrals of a classical donor do not depend on its position, so they are common to both states and cancel.

In a crystal the donor occupies discrete sites. If $v_s$ is the crystal volume per available site, a free donor's integral is $v_s$ times the number of sites, which is again $V$. The pair integral becomes

$$
K_{\rm lattice}=v_s\sum_s e^{-u_s/kT},
$$

with the sum over the sites $s$ associated with one acceptor and $u_s$ the free energy of the donor there. The counting below does not depend on which expression is used for $K$. The heights of the migration barriers do not enter an equilibrium result, but they decide whether equilibrium is reached.

### Counting the states with $n$ pairs

Let the crystal contain $N_d=N_DV$ donors and $N_a=N_AV$ acceptors. Lower-case subscripts denote numbers and upper-case subscripts densities. Three approximations define the dilute law.

1. The association spheres of different acceptors do not overlap appreciably, and their total volume is small compared with $V$. This requires $N_A\,4\pi R^3/3\ll1$. For randomly placed frozen acceptors that condition is not sufficient: the rare overlapping spheres bind more strongly, and they are negligible only if $KN_A\ll1$ or if $N_D/N_A$ is well above $N_A\,4\pi R^3/3$, so that they are filled by a small part of the donors.
2. A shell contains at most one donor. A second donor is repelled by the first, and the pair it approaches is neutral from a distance.
3. Correlations among ions that are not partners are neglected. An average potential that acts equally on all donors gives every state the same factor and cancels.

To form $n$ pairs, choose which $n$ donors are paired, which $n$ acceptors are paired, and how they are matched. The number of ways is

$$
\binom{N_d}{n}\binom{N_a}{n}n!.
$$

For three donors and four acceptors, explicit enumeration of the matchings agrees with this expression for $n=0,1,2,3$. Each paired donor contributes $K$, and each free donor contributes $V$. The donors are identical, so the configuration integral carries a factor $1/N_d!$:

$$
Z_n=\frac{1}{N_d!}\binom{N_d}{n}\binom{N_a}{n}n!\,K^nV^{N_d-n}.
$$

Since $\binom{N_d}{n}n!/N_d!=1/(N_d-n)!$, this becomes

$$
Z_n=\frac{N_a!}{n!\,(N_a-n)!\,(N_d-n)!}\,K^nV^{N_d-n}. \tag{9}
$$

The same law holds when the acceptors move as well. The position of each pair then gives an extra factor $V$, each free acceptor gives a factor $V$, and identical acceptors give $1/N_a!$. Hence

$$
Z_n^{\rm mobile}
=\frac{(VK)^nV^{N_d-n}V^{N_a-n}}{n!\,(N_a-n)!\,(N_d-n)!}
=\frac{V^{N_a}}{N_a!}Z_n .
$$

The additional factor does not depend on $n$ and cannot alter the distribution of pair numbers. This statement concerns the counting at a given $K$; mobile acceptors would also take part in the screening.

### From the largest term to mass action

The ratio of successive terms in (9) is

$$
\frac{Z_{n+1}}{Z_n}
=\frac{(N_a-n)(N_d-n)}{n+1}\,\frac KV. \tag{10}
$$

The factorials supply $N_a-n$ and $N_d-n$ in the numerator and $n+1$ in the denominator. One more pair supplies $K$ and removes one $V$. The ratio decreases as $n$ grows, so $Z_n$ has a single maximum, apart from a possible tie between neighbours. In a large crystal the maximum lies where the ratio equals one, and $n+1$ may be replaced by $n$. With $n=PV$,

$$
1=\frac{V(N_A-P)\,V(N_D-P)}{PV}\,\frac KV
=\frac{K(N_A-P)(N_D-P)}{P}.
$$

This is the mass-action law

$$
\boxed{\frac{P}{(N_D-P)(N_A-P)}=K.} \tag{11}
$$

The width of the distribution shows why the largest term suffices. Differentiating the logarithm of (10) with respect to $n$, again with $n+1\simeq n$, gives

$$
\frac{1}{\sigma_n^2}=\frac1n+\frac1{N_a-n}+\frac1{N_d-n}
$$

for the Gaussian variance $\sigma_n^2$ around the maximum. If all densities are fixed and the crystal grows, each term on the right falls as $1/V$. Thus $\sigma_n$ grows as $\sqrt V$, while $n$ grows as $V$, and the relative width falls as $1/\sqrt V$.

### Solution of the quadratic

Multiplying (11) by its denominator and dividing by $K$ gives

$$
\frac PK=N_DN_A-(N_D+N_A)P+P^2.
$$

With $S=N_D+N_A+1/K$, this is

$$
P^2-SP+N_DN_A=0,\qquad
P=\frac{S-\sqrt{S^2-4N_DN_A}}{2}. \tag{12}
$$

The minus sign follows from the allowed range of $P$. Let $N_<$ be the smaller of $N_D$ and $N_A$. The left side of the quadratic equals $N_DN_A>0$ at $P=0$. At $P=N_<$ it equals $-N_</K<0$. One root therefore lies between 0 and $N_<$, and the other lies above $N_<$, where a free density would be negative.

For weak pairing, (12) subtracts two nearly equal numbers. Multiplying numerator and denominator by $S+\sqrt{S^2-4N_DN_A}$ gives the form to implement:

$$
P=\frac{2N_DN_A}{S+\sqrt{S^2-4N_DN_A}}. \tag{13}
$$

### Limits and the trap form

If $K(N_A+N_D)\ll1$, then $S\simeq1/K$ and (13) gives $P\simeq KN_DN_A$. Pairing is then a rare encounter, proportional to both densities.

If $N_D\ll N_A$, the free acceptor density stays close to $N_A$. Equation (11) becomes $P\simeq KN_A(N_D-P)$, so

$$
f\simeq\frac{KN_A}{1+KN_A}. \tag{14}
$$

Half of the donors are paired at $KN_A\simeq1$. This is a limit of the law (11). For random frozen acceptors with $KN_A$ of order one it understates pairing when $N_D/N_A$ is as small as $N_A\,4\pi R^3/3$, as discussed in the second half.

For strong pairing with $K(N_A-N_D)\gg1$, nearly all donors are paired. Equation (11) then leaves the free donor density

$$
N_D-P=\frac{P}{K(N_A-P)}\simeq\frac{N_D}{K(N_A-N_D)}.
$$

At equal densities the acceptors are used up together with the donors. Setting $N_D=N_A=N$ in (11) gives $f=KN(1-f)^2$. For $KN\gg1$ the unpaired fraction is therefore $1-f\simeq(KN)^{-1/2}$, which falls more slowly with $K$. This limit concerns the mass-action law at a given $K$; with $h=0$, the hole screening of (3) is absent and the neglect of intrinsic carriers must be reconsidered.

For a diffusion calculation it is useful to write $c=N_D-P$ for the free donor density. Then $P=Kc(N_A-P)$, and

$$
\frac{P}{N_A}=\frac{Kc}{1+Kc}. \tag{15}
$$

Each acceptor acts as a trap that holds one donor. The chemical potential of the donors follows from (9) by adding a free donor at fixed $n$. The term $-\ln Z_n$ then changes by $\ln(N_d-n)-\ln V=\ln c$ for large numbers. Hence $\mu_D=kT\ln c$ plus a term independent of the donor and pair densities at fixed temperature and screening. In local equilibrium at fixed screening it is therefore $c$, and not the total density $N_D$, that determines this chemical potential. Where $N_A-N_D$ varies in space, $\kappa$ varies too, and the screening energy $-\kappa l/2$ of a free donor must be included in $\mu_D/kT$.

## Second half: evaluating the association constant

### Symbols and results carried over

Donors and acceptors have total densities $N_D$ and $N_A$, and $P$ is the pair density. The Coulomb length is $l=2/(\varepsilon kT)$, the hole density is $h=N_A-N_D$, and $\kappa^2=4\pi lh$. The paired fraction $f=P/N_D$ follows from

$$
\frac{P}{(N_D-P)(N_A-P)}=K,\qquad
K=\int_a^R4\pi r^2\exp\left(\frac lre^{-\kappa r}\right)dr,
$$

where $a$ is the contact distance and $R$ the cutoff. The solution is $P=2N_DN_A/[S+\sqrt{S^2-4N_DN_A}]$, with $S=N_D+N_A+1/K$. A single screened ion has the free energy $-\kappa l/2$ in units of $kT$, relative to the unscreened ion.

The mass-action law (11) and its solution (13) give the pair density once the association constant $K$ is known. It remains to choose the cutoff $R$, evaluate $K$ with and without screening, and estimate the effects that the model neglects.
